# Lateral Oxidant Decay Length Beneath an Impermeable Nitride Mask, part 2

Oxidant diffuses sideways into a thin oxide pad between silicon and a nitride mask, and the silicon consumes it. The question is over what length $L$ its concentration $C$ (molecules per volume) decays below the mask. The mask covers $x>0$ and is much wider than $L$; oxidant enters from $x<0$. The pad has thickness $h$, with silicon at $y=0$ and impermeable nitride at $y=h$. The diffusivity is $D$, and the reaction removes $kC$ per unit area and time, so $k$ is a velocity. The ratio $\beta=kh/D$ compares diffusion resistance with reaction resistance.

For $\beta\ll1$, a balance on a vertical slice of nearly uniform concentration gave

$$
DhC''=kC, \tag{1}
$$

$$
C(x)=C_0e^{-x/L},\qquad
L=\sqrt{\frac{Dh}{k}}, \tag{2}
$$

where $C_0$ is the edge concentration in this one-dimensional description. For any $\beta$, the depth average $\bar C$ and the value $C_s$ at the silicon obey

$$
Dh\bar C''=kC_s. \tag{3}
$$

The first depth correction is

$$
L^2\simeq\frac{Dh}{k}\left(1+\frac\beta3\right)
=\frac{Dh}{k}+\frac{h^2}{3}. \tag{4}
$$

An open, flat oxide of thickness $X$, with concentration $C_*$ at its surface and $N$ oxidant molecules incorporated per volume of new oxide, grows in time $t$ as

$$
X^2+AX=Bt+\text{constant},\qquad
A=\frac{2D}{k},\quad B=\frac{2DC_*}{N}. \tag{5}
$$

If the nitride lifts freely as the pad thickens,

$$
D\frac{\partial}{\partial x}\left(h\frac{\partial C}{\partial x}\right)=kC,
\qquad
\frac{\partial h}{\partial t}=\frac{kC}{N}. \tag{6}
$$

This free-lifting calculation held the edge concentration fixed. Its near-edge reach is the distance at which $C$ falls to $1/e$ of its edge value.

The example is wet oxidation at 1000 °C with $h=10$ nm, $A=200$ nm, $B=0.30\ \mu\mathrm{m}^2/\mathrm{h}$, $C_*=3.0\times10^{19}\ \mathrm{cm}^{-3}$ and $N=4.4\times10^{22}\ \mathrm{cm}^{-3}$. Hence $D/k=100$ nm, $\beta=0.10$ and the thin-pad $L$ is 31.6 nm. On (100) silicon, $A$ is nearer 400 nm.

### Separation without a thin-pad assumption

In the steady state the full concentration below the mask obeys

$$
\frac{\partial^2C}{\partial x^2}+\frac{\partial^2C}{\partial y^2}=0,
$$

with $D\,\partial C/\partial y=kC$ at $y=0$ and $\partial C/\partial y=0$ at $y=h$. Try a product $C=P(x)Y(y)$. Division by $PY$ gives

$$
\frac{P''}{P}=-\frac{Y''}{Y}=\lambda .
$$

The left side depends on $x$ alone and the middle on $y$ alone, so $\lambda$ is a constant. Its sign follows from the boundary conditions. Multiply $Y''=-\lambda Y$ by $Y$ and integrate by parts:

$$
-\lambda\int_0^hY^2dy=[YY']_0^h-\int_0^h(Y')^2dy .
$$

Since $Y'(h)=0$ and $Y'(0)=(k/D)Y(0)$, this becomes

$$
\lambda\int_0^hY^2dy=\int_0^h(Y')^2dy+\frac kDY(0)^2>0 .
$$

The right side could vanish only for a constant $Y$ with $Y(0)=0$, which is no solution at all. We may therefore write $\lambda=q^2$ with $q>0$. The solution that decays below the mask is $P=e^{-qx}$.

The function $Y=\cos[q(h-y)]$ satisfies $Y''=-q^2Y$. Its derivative is $Y'=q\sin[q(h-y)]$, which vanishes at the nitride. At the silicon the reaction condition is

$$
q\sin(qh)=\frac kD\cos(qh).
$$

Here $\cos(qh)$ cannot be zero, because the sine would then also have to vanish. Division by it gives

$$
q\tan(qh)=\frac kD,
\qquad\text{or}\qquad
z\tan z=\beta,\quad z=qh. \tag{7}
$$

As $z$ runs from 0 to $\pi/2$, $z\tan z$ rises continuously from zero to infinity. There is thus one root $z_0$ in this interval. Between $\pi/2$ and $\pi$ the tangent is negative, so the next root $z_1$ exceeds $\pi$.

### Why the smallest root gives the decay length

Equation (7) belongs to a regular Sturm–Liouville problem, whose modes are orthogonal and complete on $0<y<h$. The concentration below the mask is therefore

$$
C(x,y)=\sum_{n=0}^\infty a_n\cos[q_n(h-y)]e^{-q_nx}.
$$

Multiplication by the first mode at $x=0$ and integration over $y$ give

$$
a_0=\frac{\int_0^hC(0,y)\cos[q_0(h-y)]dy}
{\int_0^h\cos^2[q_0(h-y)]dy}.
$$

Since $q_0h<\pi/2$, the first mode is positive throughout the pad. The concentration is positive too, so $a_0>0$: the slowest mode is present whatever the detailed profile at the edge. Every other mode decays over a length shorter than $h/\pi$, because $q_1h>\pi$. Far below the mask,

$$
L=\frac1{q_0}=\frac h{z_0}. \tag{8}
$$

This result holds for any positive $\beta$ within the stated linear model. The edge supplies an amplitude and short-range modes, while the cross-section sets the length.

### Recovering the square root

For small $\beta$ the root is small. Put $v=z_0^2$. The tangent series $\tan z=z+z^3/3+2z^5/15+\cdots$ turns equation (7) into

$$
v+\frac{v^2}{3}+\frac{2v^3}{15}+\cdots=\beta .
$$

Write $v=\beta+a\beta^2+b\beta^3+\cdots$. The terms in $\beta^2$ require $a+1/3=0$. Those in $\beta^3$ require $b+2a/3+2/15=0$. Hence $a=-1/3$ and $b=2/9-2/15=4/45$, so

$$
v=\beta\left(1-\frac\beta3+\frac{4\beta^2}{45}+\cdots\right).
$$

Using $(1-\epsilon)^{-1}=1+\epsilon+\epsilon^2+\cdots$ with $\epsilon=\beta/3-4\beta^2/45$,

$$
\frac1v=\frac1\beta\left[1+\frac\beta3+
\left(\frac19-\frac4{45}\right)\beta^2+\cdots\right]
=\frac1\beta+\frac13+\frac\beta{45}+\cdots .
$$

Since $L^2=h^2/v$ and $h^2/\beta=Dh/k$,

$$
L^2=\frac{Dh}{k}+\frac{h^2}{3}+\frac{kh^3}{45D}+\cdots. \tag{9}
$$

The first term is the slice result, and the second agrees with its depth correction. In the example the three terms are 1000, 33.3 and 0.2 nm², which give $L=32.15$ nm. The thin-pad value is 1.6% below this. For a 40 nm pad with the same $D/k$, $\beta$ is 0.40, and the lengths are 63.2 nm from the square root and 67.4 nm from equation (8).

A two-dimensional finite-volume solution for $\beta=0.10$ gave 32.15 nm as well. It covered an open region of length $4h$ and a masked region of length $10h/\sqrt\beta$, with 40 cells through the thickness. The decay was read between about $3h$ and $6h$ below the mask, and no decay law was imposed.

In the opposite limit, $\beta\to\infty$, equation (7) forces $z_0\to\pi/2$, so that

$$
L\to\frac{2h}{\pi}\simeq0.637h .
$$

The square root would instead tend to zero. An extremely fast reaction empties the oxide next to the silicon, but oxidant higher in the pad must still diffuse down to it. During that descent it can move sideways by a distance of order $h$.

### The concentration at the mask edge

The length does not depend on the open region, but the amplitude does. Consider an open oxide of the same thickness $h$ for $x<0$, with its upper surface held at $C_*$. Define $C_0$ by extrapolating the far exponential of the depth average back to $x=0$.

For small $\beta$, the lateral slope just below the mask is about $C_0/L$. Over a distance $h$ it changes the concentration by a fraction of order $h/L\simeq\sqrt\beta$. The reaction changes it over the same distance by a fraction of order $\beta$. To leading order the silicon near the edge can therefore be treated as a no-flux boundary.

We need a harmonic function $\phi$ that vanishes on the open surface, has no normal slope on the mask or the silicon, and grows as $x$ far below the mask. Let

$$
w=\exp\left\{\frac\pi h[x+i(y-h)]\right\},\qquad
\phi=\frac{2h}{\pi}\,\mathrm{Re}\,\ln f,\quad
f=\sqrt w+\sqrt{w-1}.
$$

The pad maps onto the lower half of the $w$ plane, where the square roots take their principal values. Because $f(\sqrt w-\sqrt{w-1})=1$, $f$ has no zero there, and $\phi$ is harmonic. The boundaries behave as follows.

- On the open surface, $0<w<1$ and $f=\sqrt w-i\sqrt{1-w}$. Then $|f|^2=w+1-w=1$, so $\phi=0$.
- On the mask, $w>1$ and $f$ is real and positive. The imaginary part of $\ln f$ is constant.
- On the silicon, $w<0$ and $f=-i(\sqrt{|w|}+\sqrt{|w|+1})$. The imaginary part of $\ln f$ is again constant.

By the Cauchy–Riemann equations, a constant imaginary part along a horizontal boundary means that the real part has no vertical slope there. Far to the left, $w\to0$ and $|f|\to1$, so $\phi\to0$. Far below the mask, $f\simeq2\sqrt w$, and

$$
\phi\simeq\frac{2h}{\pi}\left(\ln2+\frac{\pi x}{2h}\right)
=x+\delta,\qquad
\delta=\frac{2h\ln2}{\pi}\simeq0.441h .
$$

The concentration near the edge is $C_*-G\phi$, with $G$ still unknown. For $h\ll x\ll L$ this becomes $C_*-G(x+\delta)$. It must agree with the slice solution in the same range, $C_0e^{-x/L}\simeq C_0-C_0x/L$. The slopes give $G=C_0/L$. The constants give $C_*-C_0\delta/L=C_0$, and hence

$$
C_0=\frac{C_*}{1+\delta/L}, \tag{10}
$$

with an error of order $\beta C_*$. The diffusion path effectively begins a distance $\delta$ outside the edge, since oxidant must turn from the open surface into the pad.

For the example $\delta=4.4$ nm. With the thin-pad $L$, equation (10) gives $C_0/C_*=0.878$, against 0.849 from the two-dimensional solution. At $\beta=0.01$ the values are 0.958 and 0.954. The difference falls from 0.029 to 0.004, in keeping with an error of order $\beta$. A separate numerical solution with no reaction gave $\delta/h=0.4412$, against 0.4413 from the formula.

If the open oxide has another thickness, equation (10) no longer applies. Equation (8) does, since it uses only the uniform region below the mask.

### What each derivation assumes

The two derivations meet in the averaged balance $Dh\bar C''=kC_s$. For the slowest mode the silicon-side value is proportional to $\cos z_0$, and the average to

$$
\frac1h\int_0^h\cos[q_0(h-y)]dy=\frac{\sin z_0}{z_0}.
$$

Their ratio is therefore

$$
\frac{C_s}{\bar C}=\frac{z_0}{\tan z_0}
=\frac{z_0^2}{z_0\tan z_0}=\frac{z_0^2}{\beta}.
$$

Inserting this in the balance with $\bar C''=\bar C/L^2$ gives $1/L^2=(k/Dh)(z_0^2/\beta)=z_0^2/h^2$, which is equation (8). The slice derivation sets the ratio equal to one. The mode derivation calculates it.

The slice needs $\beta\ll1$, but it allows the thickness to vary slowly along the pad and can follow its growth. The mode derivation allows any $\beta$, but the separation used here needs parallel boundaries and uniform coefficients. Once the pad has become a wedge, the slice equation remains useful where the wedge is thin and gently sloped, while equation (8) no longer describes the whole masked region.

Both derivations need a first-order reaction. If the rate were proportional to $C^m$ with $m\ne1$, an exponential $e^{-x/L}$ would make the transport term of the slice balance vary as $e^{-x/L}$ and the reaction term as $e^{-mx/L}$. The two could not balance over a range of $x$, and no constant decay length of this kind would exist.

### The model beside a real masked oxidation

The planar coefficients of the example have only the right order of magnitude for wet oxidation near 1000 °C. The assumption of constant pad thickness fails early in the oxidation: in the free-lifting calculation, the near-edge reach rose from 31.6 to 42.7 nm while the edge pad doubled, which takes about half a minute. The other estimates start from $L=32.15$ nm and change one feature at a time, with $h=10$ nm held fixed. They use assumed rough sizes and are not measurements.

- **Consumption by the nitride.** A sink velocity $k_n$ at the nitride replaces $k$ by $k+k_n$ in the slice balance. For $k_n/k=0.02$, the full cross-section gives $L=31.8$ nm, a decrease of about 1%.
- **Compressive stress.** Suppose that a stress $\sigma$ reduces $D$ and $k$ by the factors $e^{-\sigma V_D/k_BT}$ and $e^{-\sigma V_k/k_BT}$, where $k_B$ is Boltzmann's constant. With $\sigma=0.1$ GPa, $V_D=70$ Å$^3$ and $V_k=10$ Å$^3$, diffusion suffers more than reaction, and $L$ falls to 27 nm.
- **Crystal face.** The reaction on a (111) face is roughly 1.7 times as fast as on (100). The example's $A$ is already close to the (111) value, so a change to (100) lowers $k$. Dividing $k$ by this factor, with $D$ unchanged, raises $L$ to about 42 nm; the rounder value $A=400$ nm quoted earlier for (100) gives about 45 nm, and the spread shows how rough these inputs are. Multiplying $k$ by the same factor, as a plain test of sensitivity, would reduce $L$ to 25 nm.
- **Temperature.** Let the activation energy of $k$ exceed that of $D$ by 1.2 eV. At 900 °C the reaction has then slowed more than diffusion, $D/k$ rises to 254 nm, and $L$ becomes 51 nm.

Within the model, a thinner pad shortens the initial lateral reach, in proportion to $\sqrt h$ while $\beta\ll1$ and $D/k$ is fixed. This scaling alone does not settle the choice of pad, because it contains neither the stress that the nitride puts on the silicon nor the later thickening of the wedge. The numerical output lists the lengths for four pad thicknesses and most of the values behind these estimates. Its crystal-face line is the case with $k$ multiplied by 1.7; the (100) lengths follow from equation (8) with $\beta=0.10/1.7$ and $\beta=0.05$.

## Computed values

```
pad thickness h = 10 nm; temperature = 1273.15 K
planar coefficient A = 200 nm
planar coefficient B = 0.30 um^2/h
surface oxidant Cstar = 3.0e+19 cm^-3
oxidant per oxide volume N = 4.4e+22 cm^-3
diffusivity D = 6.111e-10 cm^2/s
reaction velocity k = 611.1 nm/s
D/k = 100.0 nm; beta = k h/D = 0.100
thin-pad decay length = 31.62 nm
full decay length = 32.15 nm = 0.0321 um
2D numerical decay length = 32.15 nm
thin-pad error = -1.64 percent
edge offset/h: formula 0.4413, numerical 0.4412
edge offset = 4.41 nm
edge C/Cstar at beta 0.10: matched 0.8775, 2D 0.8488
edge C/Cstar at beta 0.01: matched 0.9577, 2D 0.9539
pad 5 nm: thin L 22.36 nm, full L 22.55 nm
pad 10 nm: thin L 31.62 nm, full L 32.15 nm
pad 20 nm: thin L 44.72 nm, full L 46.21 nm
pad 40 nm: thin L 63.25 nm, full L 67.43 nm
fast-reaction limit L/h = 0.6367
oxidant relaxation time = 0.0169 s
time to double edge pad = 28.3 s
time to grow window from 10 to 500 nm = 69.6 min
1/e reach before thickening = 31.62 nm
1/e reach when edge pad has doubled = 42.69 nm
far-tail decay length then = 31.63 nm
pad thickness at x = thin-pad L then = 14.33 nm
nitride/silicon sink ratio = 0.02; L = 31.81 nm
compressive stress = 0.1 GPa; L = 27.28 nm
activation volumes: D 70, k 10 cubic angstrom
(111)/(100) reaction ratio = 1.7; L = 24.94 nm
activation difference k minus D = 1.2 eV
at 1173.15 K: D/k = 254.0 nm, L = 50.73 nm
```
